Slab supercell stress, force per width, and the stress in a film

A copper-like film eight layers thick is stretched by 1% along both in-plane directions. Computed in a periodic cell 3 nm high, it has a reported in-plane stress of 1.372 GPa. In a cell 6 nm high the report is 0.686 GPa. No atom has moved relative to its neighbours in the film; only empty space has been added. Anyone who passes the reported number on as the stress of the film can obtain almost any smaller value by choosing a taller cell.

**The belief and its appeal**

The belief is that the stress tensor printed for a slab is the stress in the slab. For a bulk crystal the corresponding statement is true, and the same routine produces both numbers in the same units. The number also responds sensibly to strain. Nothing in it announces that part of the cell is empty.

A second belief may suggest itself once the first is given up: remove the dilution, divide by the film thickness, and the interior stress must result. This also fails, for a different reason.

**What the reported number means**

Let A be the in-plane area of the cell and L its height along the surface normal. If the third cell vector is tilted, L is V/A, not the length of that vector. A strain ε_xx stretches the cell and everything in it along x, with L fixed. With tension counted positive, the reported stress is

σ_xx = (1/V) ∂E/∂ε_xx,

where E is the energy of the whole cell. A code that counts compression positive needs a change of sign. Since V = AL, multiplication by L gives

F ≡ Lσ_xx = (1/A) ∂E/∂ε_xx.

The height has cancelled from the prefactor. If the slabs do not interact, E does not depend on L either, so F is independent of L and σ_xx = F/L falls as 1/L.

F is a force per width. Take a rectangular cell with sides b_x and b_y, cut the slab by a plane x = const, and open the cut by a small distance b_x ε_xx in every cell. If T is the total force transmitted across the cut per cell, the work is T b_x ε_xx. Uniform stretching by the same amount differs from this opening only by displacements of atoms within the cell. At equilibrium the atomic forces vanish, so those displacements cost no energy to first order. Hence

T b_x = ∂E/∂ε_xx,
T/b_y = [1/(b_x b_y)] ∂E/∂ε_xx = F.

The same argument covers relaxation. If u denotes the atomic positions in scaled coordinates,

dE/dε_xx = ∂E/∂ε_xx + Σ (∂E/∂u)(du/dε_xx),

and the sum vanishes when the forces do. For the copper-like film, relaxed energy differences and the summed forces through a cut both give 4.116 N/m, the same as Lσ_xx.

**When the vacuum does matter**

Independence of L is a property of separated slabs, not an identity. For relaxed atoms, ∂E/∂L = Aσ_zz, because a normal strain ε_zz changes L by Lε_zz and V = AL. Differentiating F therefore gives

∂F/∂L = (1/A) ∂(Aσ_zz)/∂ε_xx = σ_zz + ∂σ_zz/∂ε_xx,

where ∂A/∂ε_xx = A was used. If the normal stress at some height L is zero and stays zero as the film is strained, F does not change with L there. In a relaxed slab calculation whose basis is converged, a nonzero σ_zz shows that the periodic images interact; an incomplete plane-wave basis can also produce one. A single zero is weaker evidence, since slabs touching at their equilibrium distance also have σ_zz = 0.

Electrons make this a real question, because their orbitals leak into the vacuum. Outside the wells that bind it, an orbital component with in-plane wavevector k∥ and energy E_n obeys, in atomic units,

−½ψ″ + ½k∥²ψ = E_nψ,

so it decays as exp(−κz), with κ² = k∥² − 2E_n. The overlap between separated slabs then dies off exponentially.

A small quantum model shows the effect. Four independent electrons fill the two lowest orbitals of a two-layer slab of Gaussian wells, each of depth D = 2 Ha and width s = 1.2 bohr. Neighbouring wells are 4 bohr apart in the plane, and the layers are g = 4 bohr apart. One wavevector is used, a quarter of a reciprocal vector along x and along y and zero along the normal, with a plane-wave cutoff of 10 Ha. There is no electron or nuclear repulsion, so this is a test of the stress argument and not a real film.

In plane waves, the kinetic energy is ½|k+G|². Stretching along x divides (k+G)_x by 1 + ε_xx, so its derivative at zero strain is −(k+G)_x². With q the difference of two reciprocal vectors, the potential has components

V_q = −[D(2π)^{3/2}s³/V] exp(−s²q²/2) 2cos(q_z g/2).

The factor 1/V contributes −V_q to the derivative. Since q_x² changes by −2ε_xx q_x², the exponential contributes +s²q_x²V_q. Together,

∂V_q/∂ε_xx = V_q(s²q_x² − 1).

For a normalized eigenvector c with energy E_n = c†Hc, the change of c contributes E_n d(c†c) = 0. Thus ∂E_n/∂ε_xx = c†(∂H/∂ε_xx)c, and the sum over electrons gives the stress, with the set of plane waves held fixed.

At L = 7 bohr, F is 0.13117 Ha/bohr². At 12 bohr it is 0.11853, and at 20 and 28 bohr it is 0.11848 and 0.11849. The last digit is not converged: a larger basis lowers each value by a little under 10⁻⁵ and gives 0.11848 at both 20 and 28 bohr. The cramped value is 11% above the last one; the value at 12 bohr is about 0.03% above it. These excesses depend on the sampling along the normal: averaging the zone centre with the zone edge gives about 9% at 7 bohr and cancels almost all of the excess at 12 bohr. Between 20 and 28 bohr the reported stress itself still drops from 0.00592 to 0.00423 Ha/bohr³. The force per width has converged, while the stress goes on falling towards zero.

**A slower approach: the dipole**

A slab with unlike faces can carry a dipole p per area. Let 𝓔(z) be its electric field when isolated; for a neutral slab it vanishes outside. Its integral across the slab has magnitude 4πp, the potential step Δφ. A periodic potential must return to its starting value after a height L, so the periodic field is 𝓔 − 𝓔̄, with |𝓔̄| = 4πp/L. The field energy per area is (1/8π) times the integral of the squared field, and

∫(𝓔 − 𝓔̄)²dz = ∫𝓔²dz − L𝓔̄².

The periodic cell therefore changes the energy per area by

Δu = −(L/8π)(4πp/L)² = −2πp²/L.

Suppose that the charge is frozen, so that the dipole P = pA of each cell does not change under in-plane strain. Then AΔu = −2πP²/(AL). Its derivative is +2πP²/(AL), because A grows as A(1 + ε_xx). Division by A gives

ΔF = +2πp²/L.

For p = 0.06 e/bohr and L = 80 bohr this is 2.827×10⁻⁴ Ha/bohr², in agreement with a direct Fourier sum compared with the field energy of the isolated slab. In SI units, p = Δφ/4π and 4πε₀ = 1 turn the result into ΔF = ε₀(Δφ)²/(2L). With frozen charge, a step of 1 V in a 3 nm cell gives about 0.0015 N/m. If p rather than P stayed fixed under strain, AΔu would be proportional to A and ΔF would be −2πp²/L, so even the sign depends on how the charge responds. A dipole correction removes this spurious field. A slab with net charge lies outside the argument, since its field does not vanish outside.

**Why F divided by thickness is still not the interior stress**

Consider N layers, thick enough that the two surfaces do not influence each other. The energy is then

E = N e_b + 2Aγ,

where e_b is the energy of one bulk layer at the film's in-plane strain, with its spacing d free to relax, and γ is the surface energy per area of each identical face. Such a layer has volume Ad, so its in-plane stress is σ_b = [1/(Ad)] de_b/dε_xx. The relaxation of d adds nothing to this derivative because σ_zz = 0. Differentiating E and dividing by A gives

F = N d σ_b + 2τ,
τ = (1/A) d(Aγ)/dε_xx = γ + dγ/dε_xx.

The quantity τ is the surface stress of one face. Division by h = Nd gives

F/h = σ_b + 2τ/h.

The surface term disappears only as 1/h. The difference between films of different N removes it without any decision about where the film ends:

[F(N₂) − F(N₁)]/(N₂ − N₁) = dσ_b.

This relies on E being linear in N, which a calculation should check with several thicknesses. In a metal film, electrons confined between the faces can make F oscillate with N, so two thicknesses may not be enough.

**The copper-like film in numbers**

The film has (001) faces and is described by a second-moment tight-binding potential. The energy of atom i is

E_i = Σ_j B exp[−p_r(r_ij/r₀ − 1)] − {Σ_j ξ² exp[−2q_b(r_ij/r₀ − 1)]}^{1/2}.

Here p_r = 11, q_b = 2.3 and r₀ = 0.36 nm/√2. The strengths B = 0.0834 eV and ξ = 1.2167 eV follow from a rough cohesive energy of 3.5 eV per atom and zero pressure at the rough lattice constant 0.36 nm. Both exponentials are switched smoothly to zero between 1.76r₀ and 1.96r₀, so the range is 0.499 nm. This is a model of copper, not a density-functional calculation.

At 1% strain and L = 3, 6 and 9 nm,

1.3720 GPa × 3 nm = 4.116 N/m,
0.6860 GPa × 6 nm = 4.116 N/m,
0.4573 GPa × 9 nm = 4.116 N/m.

The agreement is built into a potential of finite range once the gap exceeds that range; the electron model above is the more demanding case. With a gap of about 0.41 nm, at L = 1.66 nm, F rises to 5.95 N/m, 44% above the separated value, and the normal stress has a size of 2.0 GPa. The size of this rise is set by the range of the potential: refitted with five neighbour shells the model gives 6.7 N/m, and with two shells the images do not interact at this gap.

Twelve layers give F = 4.956 N/m, so

dσ_b = (4.956 − 4.116)/4 = 0.210 N/m per layer.

A separate calculation for the strained bulk gives the same value, with d = 0.1775 nm and σ_b = 1.183 GPa. For eight layers h = 1.420 nm, and the force divides as

interior: 1.183 GPa × 1.420 nm = 1.680 N/m,
surfaces: 4.116 − 1.680 = 2.436 N/m, or τ = 1.218 N/m per face.

The surfaces carry more than half of F. The digits belong to this potential and are not predictions for copper: refitting it with two or five neighbour shells gives τ = 1.27 or 1.32 N/m and σ_b = 1.15 or 1.12 GPa, while the surface share stays near 60%. Dividing F by h gives 2.90 GPa, about 2.4 times the interior stress. If σ_b and τ are held at these values, the surface term falls to 10% of σ_b only at h = 2.436/(0.1 × 1.183) ≈ 21 nm.

The unstrained film is the clearest case. Its interior stress is zero, yet F is 2.394 N/m for both eight and twelve layers. A 6 nm cell would report 2.394/6 ≈ 0.40 GPa for a film whose interior carries no stress.

**Beside a real copper film**

The model's bulk modulus, 143 GPa, is close to copper's rough 140 GPa. Its biaxial modulus, 131 GPa when taken as stress over strain at 0.1% strain, is somewhat above the roughly 120 GPa expected for copper (001), a difference worth roughly 0.2 N/m here. Extrapolating the stress at 0.1% strain linearly to 1% would overstate the interior force by 0.18 N/m; the quoted F already includes the nonlinearity. A supported film does not have two free faces. An interface replaces one of them, and if its stress happened to be zero, F would fall by 1.2 N/m. Temperature matters too. With a rough expansion coefficient of 1.7×10⁻⁵ per K, warming by 300 K on a substrate that does not expand would remove 0.95 N/m of interior tension if the small-strain modulus held, and somewhat less because the film is softer at 1% strain.

Two further estimates bear on whether the example is sensible. Van der Waals attraction across the 1.76 nm vacuum of the 3 nm cell has an energy per area of size H/(12πD²), where D is now the width of the vacuum, if the films are treated as half-spaces. With a rough Hamaker constant H = 3×10⁻¹⁹ J this is about 0.003 N/m, which sets the scale of its effect on F and is negligible here. If the strain is imposed by a substrate, misfit dislocations could relieve it. With Burgers length b = r₀ and an in-plane relief of b/2, the interior force does work of 1.3 eV per nm of dislocation. A pure screw dislocation would relieve no misfit, but it gives a simple scale for the line energy: its strain b/(2πr), integrated from r = b to h, costs (μb²/4π)ln(h/b). Adding 1 to the logarithm for the core, with a rough shear modulus μ = 45 GPa, gives 3.9 eV/nm. On this estimate an eight-layer film stays coherent with its substrate.

The numerical output below lists these values. For a slab, the quantity to report is F, with the strain and number of layers. An interior stress should come from the slope of F with N, taken over several thicknesses and divided by the layer spacing, or from a strained bulk cell whose spacing along the normal has been relaxed to zero normal stress. The bulk cell has no vacuum to dilute the stress and no surface to add to it.

Computed values

```
ELECTRON MODEL (atomic units)
well spacing 4.0, layer spacing 4.0 bohr
well depth 2.0 Ha, width 1.2 bohr
plane-wave cutoff 10.0 Ha
L= 7.0 bohr: stress 0.018739 Ha/bohr^3, F 0.131170 Ha/bohr^2
L=12.0 bohr: stress 0.009877 Ha/bohr^3, F 0.118525 Ha/bohr^2
L=20.0 bohr: stress 0.005924 Ha/bohr^3, F 0.118485 Ha/bohr^2
L=28.0 bohr: stress 0.004232 Ha/bohr^3, F 0.118486 Ha/bohr^2
F from energy differences, L=20: 0.118485 Ha/bohr^2
DIPOLE TEST (atomic units)
dipole per area 0.060 e/bohr, L=80 bohr
error in F: computed 2.8274e-04 Ha/bohr^2
error in F: formula  2.8274e-04 Ha/bohr^2
COPPER-LIKE FILM
lattice constant (rough input) 0.36 nm
cohesive energy (rough input) 3.5 eV/atom
exponents p=11.0, q=2.3 (dimensionless)
repulsion strength 0.0834 eV
bond strength 1.2167 eV
potential range 0.499 nm
bulk modulus of the model 142.6 GPa
layers 8, biaxial strain 1.0 %
L=1.66 nm: stress 3.5818 GPa, F 5.9457 N/m, normal 2.0043 GPa (size)
L=3.00 nm: stress 1.3720 GPa, F 4.1159 N/m, normal 0.0000 GPa (size)
L=6.00 nm: stress 0.6860 GPa, F 4.1159 N/m, normal 0.0000 GPa (size)
L=9.00 nm: stress 0.4573 GPa, F 4.1159 N/m, normal 0.0000 GPa (size)
F from relaxed energy differences 4.1159 N/m
F from forces through a cut 4.1159 N/m
F for 12 layers 4.9559 N/m
slope of F per layer 0.21001 N/m
bulk stress times layer spacing 0.21001 N/m
strained layer spacing 0.17748 nm
film thickness N*d 1.4199 nm
interior stress 1.1833 GPa
F divided by thickness 2.8988 GPa
interior part of F 1.6801 N/m
surface stress per face, strained 1.2179 N/m
F at zero strain, 8 layers 2.3942 N/m
F at zero strain, 12 layers 2.3942 N/m
NEGLECTED EFFECTS
biaxial modulus at small strain 131.1 GPa
nonlinear part of interior F (included) -0.1811 N/m
expansion (rough) 1.7e-05 1/K, warming 300 K
thermal force, rigid substrate 0.949 N/m
Hamaker constant (rough) 3e-19 J, gap 1.76 nm
van der Waals force scale 2.6e-03 N/m
dipole error, 1 V step, L=3 nm: 1.5e-03 N/m
shear modulus (rough) 45 GPa
dislocation: relief work 1.33 eV/nm
dislocation: line energy 3.94 eV/nm
```
